# Steady etch per cycle from parabolic fluoridation and fractional fluoride removal, part 2

An alumina film is etched in cycles: an HF dose and purge turn some oxide into fluoride, and a removal step then takes away the fraction $r$ of the fluoride thickness, thinning it uniformly. Numbers are in nanometres and seconds, with pressure in Torr.

The fluoride thickness is $x_0$ before a dose and $x$ after the purge; $x_n$ is its value in cycle $n$. At depth $y$ below the outer surface, $C(y,t)$ is the number of dissolved HF molecules per volume, with $C(0,t)=C_s(t)$ and, for a fast interface reaction, $C(x,t)=0$. $D$ is the HF diffusivity, and $N$ is the HF consumed per volume of fluoride formed, three per $\mathrm{AlF_3}$ unit. Diffusion and its first moment obey

$$\frac{\partial C}{\partial t}=D\frac{\partial^2 C}{\partial y^2},\qquad M(t)=\int_0^{x(t)}y\,C(y,t)\,dy,\qquad \frac{dM}{dt}=D\,C_s(t)-N\,x\frac{dx}{dt}.$$

With a complete purge, this gives the parabolic growth law of Part 1,

$$x^2=x_0^2+G,\qquad G=\frac{2D}{N}\int C_s(t)\,dt .$$

For a constant pulse of pressure $P$ and duration $t$, $G=\kappa P t$, with growth coefficient $\kappa$. The cycle map is

$$x_n^2=(1-r)^2x_{n-1}^2+G ,$$

and each cycle multiplies the error of $x^2$ by $(1-r)^2$. The steady cycle has

$$x=\sqrt{\frac{G}{r(2-r)}},\qquad e=rx=\sqrt G\sqrt{\frac r{2-r}},\qquad h=\frac e\beta,$$

where $e$ is the removed fluoride, $h$ the etched oxide ($h_n$ in cycle $n$) and $\beta$ the volume of fluoride formed per volume of oxide consumed. For small $r$, $e\approx\sqrt{Gr/2}$. The first cycle on bare oxide and the sensitivity to $r$ are given by

$$\frac{r x_1}{e}=\sqrt{r(2-r)},\qquad \frac{\partial\ln e}{\partial\ln r}=\frac1{2-r}.$$

The example has $\kappa=2.6\times10^{-3}\ \mathrm{nm^2/(Torr\,s)}$, $P=5$ Torr, $t=10$ s, temperature $T=573$ K, $r=0.2$, $G=0.130\ \mathrm{nm^2}$, $\beta=1.704$, $x=0.601$ nm, $e=0.1202$ nm and $h=0.0705$ nm. Its first cycle removes 0.0721 nm of fluoride. $k_B$ is Boltzmann's constant.

### Finding $r$ and $G$ from measurements

The steady removal alone fixes the combination $Gr/(2-r)$ and not its factors. The first cycle on bare oxide supplies a second relation. Let $q$ be the ratio of the fluoride removed in the first cycle to that removed in a steady cycle. From Part 1, $q=\sqrt{r(2-r)}$, so

$$q^2=1-(1-r)^2,\qquad r=1-\sqrt{1-q^2}.$$

The root with the minus sign is taken because $r\le1$. The example gives $q=0.0721/0.1202=0.60$ and $r=1-\sqrt{0.64}=0.2$. Then $G$ follows from the steady removal. The method presumes purely parabolic growth and uniform thinning, with the same $r$ in the first cycle as in later ones. It is sensitive to both conditions. With a true $r$ of 0.2 and the example's dose, an added resistance worth one molecular layer of fluoride would make the formula return about 0.06, and removal in patches would make it return about 0.13; both effects are treated below. A nucleation delay or contamination of the initial surface would also falsify the returned $r$, since the first cycle would then not follow the growth law assumed.

### Added resistance to fluoridation

The parabolic law assumes that diffusion through the fluoride is the sole resistance. Suppose instead that the interface reaction has a finite rate. Let the reaction consume $k_i C_i$ molecules per area and time, where $C_i$ is the dissolved concentration at the interface. For small $C_s/N$ the profile is nearly straight, and the flux $J$ through the film equals the reaction rate:

$$J=\frac{D(C_s-C_i)}{x}=k_iC_i .$$

The first equality gives $C_s-C_i=Jx/D$ and the second gives $C_i=J/k_i$. Their sum is $C_s=J(x/D+1/k_i)$, hence

$$N\frac{dx}{dt}=J=\frac{DC_s}{x+a},\qquad a=\frac{D}{k_i}.$$

The resistance acts like an additional fluoride thickness $a$. Any other constant resistance in series can be expressed in the same way. Multiplying by $2(x+a)/N$ and integrating over the dose gives

$$x^2+2ax=x_0^2+2ax_0+G .$$

In the steady cycle $x_0=(1-r)x$, so $x^2-x_0^2=r(2-r)x^2$ and $x-x_0=rx$. With $x=e/r$ the balance becomes

$$A e^2+2ae=G,\qquad A=\frac{2-r}{r}.$$

The positive root is

$$e=\frac{-a+\sqrt{a^2+AG}}{A}=\frac{G}{a+\sqrt{a^2+AG}} .$$

The second form results from multiplying numerator and denominator by $a+\sqrt{a^2+AG}$. It avoids the subtraction of nearly equal numbers when $a$ is large.

For $a=0$ it returns $\sqrt{G/A}$, the original law. For $a^2\gg AG$ it tends to $e=G/(2a)$, in which $r$ no longer appears. Growth then does not depend on the thickness already present, so each dose adds the same amount, and the residue adjusts until the removal step takes away that amount. The square-root law in $r$ has disappeared. It applies when $a$ is small compared with $\sqrt{AG}=(2-r)x$. A test with $a=100$ nm and $G=0.130$ nm² integrated the growth law over 70 cycles; for $r=0.2$ and for $r=0.8$ the removal agreed with $G/(2a)$ within 0.1 %.

In the example this correction is serious. The volume of one $\mathrm{AlF_3}$ unit, taken as a cube, has an edge of 0.364 nm. The steady layer is thus 1.65 molecular layers thick. On that scale, whether the entrance into the film or the last step to the interface counts as part of the thickness is not defined within a continuum theory. One additional layer of resistance, $a=0.364$ nm, is a reasonable measure of the ambiguity. With $A=1.8/0.2=9$,

$$e=\frac{0.130}{0.364+\sqrt{0.1325+1.170}}=0.0864\ \mathrm{nm},$$

which is 28 % below the value for $a=0$. Integration of the growth law in time through 70 cycles confirmed this root. The continuum law is therefore an effective description here, and $\kappa$ is best fitted under the conditions in which the law will be used.

### Telling the regimes apart by changing the dose

With $r$ held fixed, differentiate $Ae^2+2ae=G$ and divide by $G$:

$$\frac{d\ln e}{d\ln G}=\frac{Ae^2+2ae}{2Ae^2+2ae}.$$

This lies between $1/2$ for $a=0$ and 1 for dominant $a$. Doubling the dose accordingly multiplies the etch per cycle by a factor between $\sqrt2$ and 2. In the example the factor is 1.414 without added resistance and 1.555 with one layer of it.

Several doses allow a fit. Let $E=\int P\,dt$ be the exposure, so that $G=\kappa E$. Division of the balance by $\kappa e$ gives

$$\frac Ee=\frac{A}{\kappa}\,e+\frac{2a}{\kappa}.$$

A plot of $E/e$ against $e$ is a straight line if $r$ and $a$ do not change with the dose. A vanishing intercept supports the parabolic law. The fit yields $A/\kappa$ and $a/\kappa$; separating $r$ from $\kappa$ takes a further measurement, such as the fluoride thickness itself.

### Removal of a fixed thickness

A removal step may also be limited by its own surface chemistry, so that it takes away a fixed thickness $d$ and not a fixed fraction. The steady balance is then

$$x^2-(x-d)^2=G\quad\Longrightarrow\quad 2dx-d^2=G\quad\Longrightarrow\quad x=\frac{G+d^2}{2d}.$$

The residue is $x-d=(G-d^2)/(2d)$, which is not negative if $G\ge d^2$. Under that condition the steady removal is $d$ and does not depend on the dose; a larger dose merely leaves a thicker residue. If $G<d^2$, the layer is stripped completely in each steady cycle and the removal is $\sqrt G$.

A single steady measurement cannot separate this case from fractional removal. With $d=0.1202$ nm and the example's $G$, the steady layer is again 0.601 nm thick. Doubling the dose separates them: the removal rises by the factor 1.414 for a fixed fraction and by 1.000 for a fixed thickness. The law with $\sqrt{r/(2-r)}$ therefore rests on the way the removal step works as much as on parabolic growth.

### Patchwise removal

The fraction $r$ may be a fraction of the area instead of the thickness. Suppose that each removal step lays bare a random area fraction $r$, independent of earlier cycles, and leaves the rest untouched. The patches are assumed wide compared with the film thickness, so that growth remains one-dimensional in each.

At the end of a fluoridation, a patch that has received $k$ doses since it was last bare has thickness $\sqrt{kG}$. In the steady state the share of such patches is $r(1-r)^{k-1}$: one stripping followed by $k-1$ escapes. The mean removal per cycle is $r$ times the mean thickness,

$$e_{\rm patch}=r\sum_{k=1}^{\infty}r(1-r)^{k-1}\sqrt{kG}.$$

For small $r$ the sum becomes an integral with $(1-r)^{k-1}\approx\exp(-rk)$:

$$e_{\rm patch}\approx r^2\sqrt G\int_0^\infty\sqrt k\,\exp(-rk)\,dk
=r^2\sqrt G\,\frac{\sqrt\pi}{2\,r^{3/2}}=\frac{\sqrt{\pi r G}}{2}.$$

Its ratio to the uniform result $\sqrt{Gr/2}$ is $\sqrt{\pi/2}=1.25$. The dependence on $\sqrt r$ survives, with a larger coefficient. At $r=1$ the two pictures coincide.

For the example the full sum gives 0.148 nm, which is 23 % more than uniform thinning. A random simulation with 100,000 patches, averaged over 30 cycles after 50 cycles of settling, also gave 0.148 nm. The local thickness varies from patch to patch, so this mode also roughens the interface, which the mean does not show.

### Dissolved HF and the purge

The growth law of Part 1 requires a complete purge. With the interface taken as fixed, the slowest concentration pattern that vanishes at both faces is $\sin(\pi y/x)$. Insertion in the diffusion equation gives the decay rate $D\pi^2/x^2$, hence the purge time constant

$$\tau=\frac{x^2}{\pi^2D}.$$

The example fixes the product $DC_s/N=\kappa P/2$ and not $D$ itself. For an assumed $C_s/N=0.01$, $D=0.013/(2\times0.01)=0.65\ \mathrm{nm^2/s}$ and $\tau=0.056$ s. A purge of one second would then be ample for the film; emptying the reactor is a separate matter. The assumed ratio is not a measured solubility. With $N\approx62\ \mathrm{nm^{-3}}$ it means $C_s\approx0.6\ \mathrm{nm^{-3}}$, some 7000 times the density of HF in the gas at 5 Torr and 573 K. At the same $\kappa$, a weaker uptake implies a larger $D$ and a shorter $\tau$. A slow interface reaction lengthens $\tau$: one molecular layer of added resistance at the interface raises it to about 0.11 s.

A limiting case shows how much the dissolved HF can matter. Let all of it be swept out at the end of the dose without reacting. The moment equation, integrated to the end of the dose, then retains the final moment $M$:

$$\frac N2(x^2-x_0^2)+M=\frac N2G .$$

For small $s=C_s/N$ and a constant dose long enough to establish a straight profile, $C=C_s(1-y/x)$ and

$$M=C_s\int_0^x\left(y-\frac{y^2}{x}\right)dy=C_s\left(\frac{x^2}2-\frac{x^2}3\right)=\frac{C_sx^2}{6}.$$

Multiplication by $2/N$ turns this into $sx^2/3$, so the steady balance is

$$x^2\left[r(2-r)+\frac s3\right]=G .$$

A test solved the diffusion problem for $s=0.05$, $r=0.4$ and a dose with $G=0.60$ in units $D=N=1$. The added term was 0.0163, against $s/3=0.0167$. The test started from a thickness of 0.9 and stopped after eight cycles. By the balance above, $x^2$ then still lies about 0.04 % above its steady value, which lowers the computed term by about 0.0002. This remainder of the transient makes up most of the difference of 2 %; the rest contains the next order in $s$ and the error of the grid. For the example with $s=0.01$ the etch per cycle falls by 0.5 %, which is small beside the effects of layer thickness and patchiness.

### Temperature

Consider first the law without added resistance. If $G$ is proportional to $\exp(-E_a/k_BT)$ at fixed pressure and dose time, then $e\propto\sqrt G$ carries half the activation energy. At fixed $r$, a temperature higher by $\Delta T$ multiplies the etch per cycle by

$$\exp\left[\frac{E_a}{2k_B}\left(\frac1T-\frac1{T+\Delta T}\right)\right].$$

With an assumed $E_a=0.5$ eV, a rise of 5 K from 573 K gives an increase of 4.5 %. A change of $r$ with temperature would strengthen or weaken this increase, depending on its sign, through the sensitivity $1/(2-r)$. Added resistance makes the etch depend more strongly on $G$: with one molecular layer of it, and $a$ independent of temperature, the same rise of 5 K at fixed $r$ gives 5.9 %.

### Relation to real processes

The example is modelled on thermal etching of alumina by HF and a metal reagent such as trimethylaluminium or dimethylaluminium chloride, which removes the fluoride by ligand exchange. Etch rates in such processes are of the order of hundredths of a nanometre per cycle and depend on the reagent, the temperature and the exposures. The model value of 0.07 nm is of this order because $\kappa$ and $r$ were chosen to make it so; it is not a prediction. The exposure of 50 Torr s is high compared with flow reactors that dose HF well below 1 Torr. With a layer of fewer than two molecules, the example also violates the assumption of a continuous film many molecules thick. One layer of added resistance moves the result from 0.120 to 0.086 nm of removed fluoride, and patchwise removal moves it to 0.148 nm. The two were computed separately, and their combined effect cannot be inferred by adding them.

### Implementation

When doses or removal steps vary from cycle to cycle, the steady formula is replaced by the map itself. Let $z$ be the residue before a cycle with parameters $G_n$ and $r_n$. The steps are

$$x_n=\sqrt{z^2+G_n},\qquad h_n=\frac{G_n}{\beta\,(x_n+z)},\qquad z\leftarrow(1-r_n)x_n .$$

The expression for $h_n$ is equal to $(x_n-z)/\beta$, since $x_n^2-z^2=G_n$, and it keeps its accuracy when the layer is thick and the growth small. With added resistance the first step solves $x_n^2+2ax_n=z^2+2az+G_n$. Completing the square gives

$$x_n=-a+\sqrt{(z+a)^2+G_n},\qquad h_n=\frac{G_n}{\beta\,(x_n+z+2a)} .$$

The second relation follows from $(x_n-z)(x_n+z+2a)=G_n$. The numerical output lists the main values for the example and for several of the comparisons above.

## Values computed for the example and the checks

```
TESTS, dimensionless diffusion problem
dissolved fraction Cs/N = 0.30, growth law of x^2 = 0.6000
growth of x^2, square pulse = 0.6000, ramp pulse = 0.6000
steady removal at r = 0.4: diffusion 0.3873, formula 0.3873
swept-HF term at Cs/N = 0.05: diffusion 0.01632, s/3 = 0.01667
EXAMPLE INPUTS
temperature = 573 K, HF pressure = 5.0 Torr, dose time = 10 s
growth coefficient = 2.60e-03 nm^2/(Torr s), r = 0.20
rough densities: oxide 3.0, fluoride 2.9 g/cm^3
volume per mol Al: oxide 16.99, fluoride 28.96 cm^3
volume ratio beta = 1.704
EXAMPLE RESULTS
G = 0.1300 nm^2, sqrt(G) = 0.3606 nm
factor sqrt(r/(2-r)) = 0.3333
steady fluoride before removal = 0.6009 nm, after = 0.4807 nm
fluoride removed per cycle = 0.1202 nm = 1.202 angstrom
oxide etched per cycle = 0.0705 nm = 0.705 angstrom
first cycle: fluoride removed = 0.0721 nm, oxide consumed = 0.2116 nm
first cycle: net change of total film thickness = +0.0769 nm
contraction of x^2 error per cycle = 0.640
first cycle with removal within 1 % of steady = 9
sensitivity d ln(removed)/d ln(r) = 0.5556
TABLE: r, factor, fluoride before removal (nm), oxide etched (nm)
0.1  0.2294  0.8272  0.0485
0.2  0.3333  0.6009  0.0705
0.4  0.5000  0.4507  0.1058
0.6  0.6547  0.3934  0.1385
0.8  0.8165  0.3680  0.1728
1.0  1.0000  0.3606  0.2116
NEGLECTED EFFECTS, change of removed thickness
molecular layer of fluoride = 0.364 nm, layers present = 1.65
one extra layer of resistance: 0.0864 nm, -28.1 %
patchwise stripping: 0.1479 nm, +23.1 %
patchwise stripping, random simulation = 0.1481 nm
unreacted HF, assumed Cs/N = 0.01: -0.46 %
purge decay time for that Cs/N = 0.056 s, D = 0.65 nm^2/s
5 K hotter, assumed barrier 0.5 eV: +4.5 %
r larger by 10 %: +5.5 %
DOSE DOUBLED, ratio of removed thickness
fixed fraction = 1.4142, fixed thickness = 1.0000
fixed fraction with one extra layer of resistance = 1.5546
```
